Dicke superradiance: collective decay rates, burst height and delay

**A lifetime of 494 ns and a burst at 3.6 ns**

Take 1000 identical two-level atoms, all excited, with a transition wavelength of 1000 nm and a dipole matrix element of one electron charge times one Bohr radius. A single such atom lives for 494 ns on average. If all 1000 couple to the radiation field in the same way, the average emission rate peaks after 3.57 ns, at 3.97×10¹¹ photons per second. Independent atoms would start at 2.03×10⁹ photons per second and decline from there. The collective peak is about 196 times higher, although the number of stored photons is the same.

Two features need explaining: a peak rate that grows as N², and a delay whose leading form is ln N/(NΓ), where N is the number of atoms and Γ the decay rate of one atom. Both follow from the emission rates of the collective states. The burst is derived from these rates twice, first from an equation for the mean and then from the random times of individual emissions.

**The model and the one-atom rate**

Atom i has states |e⟩ and |g⟩, separated by the energy ħω, and a lowering operator sᵢ = |g⟩⟨e|. All dipoles point along z, with real matrix element d, so the total dipole is d Σᵢ(sᵢ + sᵢ†). It couples to the electric field through −(dipole)·(field).

For emission into an empty mode of wave vector k in a box of volume V, the squared matrix element is

|⟨f,1ₖ|H_int|i,0⟩|² = (ħωₖ/2ε₀V) d² |e_z|² |⟨f|Σᵢ exp(−ik·rᵢ) sᵢ|i⟩|².

Here e_z is the z component of the polarization vector. The two polarization vectors and the direction of k form an orthonormal basis, so the squares of their z components add to 1. Summing over polarizations therefore gives Σ|e_z|² = 1 − cos²θ = sin²θ, with θ the angle between k and z.

For one atom the last factor is 1. The golden rule, with δ(ħωₖ − ħω) = δ(ωₖ − ω)/ħ, gives

Γ = (πd²/ε₀ħV) Σₖ ωₖ sin²θ δ(ωₖ − ω).

In a large box the sum over k becomes V/(2π)³ times the integral over ωₖ² dωₖ dΩ/c³. The angular integral of sin²θ is 2π·(4/3) = 8π/3. Hence

Γ = (πd²/ε₀ħ) · (ω³/8π³c³) · (8π/3)
  = ω³d²/(3πε₀ħc³).

This is the Einstein A coefficient of the transition. For the example, Γ = 2.026×10⁶ s⁻¹.

**The collective rate**

Suppose the phases exp(−ik·rᵢ) are equal for all atoms. The atomic factor then contains the single operator S₋ = Σᵢsᵢ. The amplitudes for emission by different atoms add before the square is taken. The mode sum is unchanged, so the total rate from an atomic state |i⟩ is

W = Γ Σ_f |⟨f|S₋|i⟩|² = Γ⟨i|S₊S₋|i⟩,  S₊ = S₋†.

Each atom acts as a dimensionless spin one-half, with |e⟩ as spin up. The totals obey [Sₓ,S_y] = iS_z and S± = Sₓ ± iS_y. Multiplying out,

S₊S₋ = Sₓ² + S_y² − i[Sₓ,S_y]
   = Sₓ² + S_y² + S_z
   = S² − S_z² + S_z.

In a state |J,M⟩, S² has the value J(J+1) and S_z the value M. Therefore

W(J,M) = Γ[J(J+1) − M² + M]
    = Γ(J+M)(J−M+1).

The last line is checked by expansion: J² − JM + J + JM − M² + M is the bracket above it.

Since S₋ commutes with S², emission lowers M by one and leaves J fixed. The fully excited state has M = N/2, which requires J = N/2. With n = J − M the number of photons already emitted, J + M = N − n, and the rates down the ladder are

rₙ = Γ(N−n)(n+1),  n = 0, 1, …, N.

The first rate is r₀ = NΓ, the same as for independent atoms. The last is r_N = 0, because no excitation is left. Halfway down, for even N, the rate is Γ(N/2)(N/2+1).

The origin of this large value is visible in

S₊S₋ = Σᵢ sᵢ†sᵢ + Σ_{i≠j} sᵢ†sⱼ.

The first sum counts excited atoms; the second measures correlations between dipoles of different atoms. At half excitation the first contributes N/2, so the correlations supply the remaining N²/4. In the fully excited state they vanish. They are built up by the emission itself, which does not reveal which atom emitted.

**When these rates apply**

The golden rule can be used at each step if the field keeps no memory of earlier emissions. This requires the collective rate NΓ to be far below ω. In the example the two are 2.03×10⁹ and 1.88×10¹⁵ s⁻¹. Other decay and dephasing must also be negligible during the burst and the delay before it.

Equal phases require a sample much smaller than the wavelength. For two atoms separated by r perpendicular to their dipoles, the interference term is reduced by the factor

(3/8π)∫ sin²θ cos(k·r) dΩ
 ≈ 1 − (3/16π)(kr)² ∫ sin⁴θ cos²φ dΩ
 = 1 − (kr)²/5,

because the φ integral gives π and ∫sin⁵θ dθ = 16/15. At r = 100 nm direct integration gives 0.923.

A small sample brings a second difficulty. Nearby dipoles exchange excitation through their static interaction, of strength d²/(4πε₀r³) for this geometry. If the strength ħΔ were the same for every pair, the exchange Hamiltonian would be

ħΔ Σ_{i≠j} sᵢ†sⱼ = ħΔ(S₊S₋ − S_z − N/2).

This is diagonal in |J,M⟩ and moves no population. Unequal exchange can mix different J. In a numerical test with a four-atom chain whose exchange was 5ħΓ between nearest neighbours and fell as 1/r³ for more distant pairs, with the decay itself kept perfectly collective, a fraction 0.131 of the population had left the J = 2 ladder at Γt = 1.

At a spacing of 10 nm the exchange is about 3020ħΓ, larger even than NΓ = 1000Γ times ħ. A disordered cloud of 1000 atoms packed this closely would not meet the assumptions. Spreading the cloud out does not cure this. The exchange divided by ħΓ is 3/[4(kr)³], so for N atoms filling a cube of side L, with r = L/N^(1/3), the neighbour exchange divided by NħΓ is 3/[4(kL)³], whatever N is. This ratio falls to 1 only at L ≈ 145 nm, where the interference factor across one side is already 0.84. For such a cloud in free space, equal phases and negligible exchange cannot both hold well. The example describes the ideal collective law, with exchange absent or equal for all pairs, and not a real cloud of atoms.

**First derivation: an equation for the mean**

Let pₙ(t) be the probability that n photons have been emitted. Each level is fed from the one above and drained by its own emission:

dpₙ/dt = rₙ₋₁pₙ₋₁ − rₙpₙ.

Multiply by n and sum. Shifting the index in the feeding term turns its factor n into n+1, and subtracting the draining term leaves

d⟨n⟩/dt = Σₙ rₙpₙ = Γ⟨(N−n)(n+1)⟩.

The left side is the average photon emission rate I. Expanding the product and using ⟨n²⟩ = ⟨n⟩² + Var n gives

I = Γ[N + (N−1)⟨n⟩ − ⟨n²⟩]
 = Γ[(N−⟨n⟩)(⟨n⟩+1) − Var n].

The mean-field approximation drops the variance. Writing m for the resulting approximation to ⟨n⟩,

dm/dt = Γ(N−m)(m+1),  m(0) = 0.

To separate the variables, use

1/[(N−m)(m+1)] = [1/(m+1) + 1/(N−m)]/(N+1).

Integration from m = 0 gives

ln(m+1) − ln[(N−m)/N] = (N+1)Γt,

(m+1)/(N−m) = exp[(N+1)Γt]/N.

Define

t_D = ln N/[(N+1)Γ],  y = (N+1)Γ(t−t_D).

The right side is then e^y. Since (m+1) + (N−m) = N+1,

m+1 = (N+1)e^y/(1+e^y),
N−m = (N+1)/(1+e^y).

Their product times Γ is the emission rate:

I_MF = Γ(N+1)² e^y/(1+e^y)²
  = [Γ(N+1)²/4] sech²(y/2).

The maximum is at y = 0. Within mean field the peak is therefore Γ(N+1)²/4 and the delay is t_D. For large N these become ΓN²/4 and ln N/(NΓ).

The logarithm comes from the early growth. While m is much smaller than N, m+1 grows approximately as exp(NΓt) from the value 1. It must reach a number of order N before the excited atoms run out, which takes a time of about ln N/(NΓ).

The half-maximum points satisfy cosh(y/2) = √2, or y = ±2 ln(1+√2). The full width at half maximum is 4 ln(1+√2)/[(N+1)Γ], about 3.53/(NΓ) for large N. A height proportional to N² and a width proportional to 1/N are consistent with a total of N photons.

For N = 1000,

t_D = (6.908/1001) × 493.55 ns = 3.406 ns,
I_peak = (1001²/4) × 2.026×10⁶ s⁻¹ = 5.08×10¹¹ s⁻¹.

The width is 1.74 ns. Multiplying the peak photon rate by ħω gives a power of 1.01×10⁻⁷ W, compared with 4.02×10⁻¹⁰ W initially from independent atoms.

For two atoms, mean field predicts a rise in the emission rate that does not occur. From the full rate equations, the initial slope of the intensity is

dI/dt at t=0 = r₀(r₁−r₀)
      = NΓ²[2(N−1)−N]
      = Γ²N(N−2).

Two atoms have r₀ = r₁ = 2Γ, so their emission rate is 2Γ times the probability that excitation remains, which cannot rise. The mean-field slope is instead Γ²N(N−1), and for N = 2 it predicts a spurious maximum of 9Γ/4.

**Second derivation: the random emission times**

The same rates can be used without an equation for the mean. The system waits in level n for a random time, exponentially distributed with mean 1/rₙ, and successive waits are independent. Let N be even and let T be the time at which N/2 photons have been emitted. Then

⟨T⟩ = Σ_{n=0}^{N/2−1} 1/[Γ(N−n)(n+1)]
  = (1/[(N+1)Γ]) Σ_{n=0}^{N/2−1} [1/(n+1) + 1/(N−n)].

The first terms in the bracket run through 1, 1/2, …, 1/(N/2). The second run through 1/N up to 1/(N/2+1). Together they contain every reciprocal from 1 to 1/N once, so

⟨T⟩ = H_N/[(N+1)Γ],  H_N = 1 + 1/2 + … + 1/N.

This holds for every even N in the model. Since H_N = ln N + 0.577 + terms that vanish for large N, the leading delay is again ln N/(NΓ).

At time T the system has just entered the level n = N/2, whose emission rate is Γ(N/2)(N/2+1). This is the largest rate on the ladder, shared with the level just above it. Every run therefore passes through a stage in which its emission rate is N²Γ/4 to leading order. The N² height and the logarithmic delay have now been obtained without dropping a variance.

The spread of T also follows. Variances of independent waits add, and an exponential wait has variance 1/rₙ²:

Var T = Σ_{n=0}^{N/2−1} 1/[Γ²(N−n)²(n+1)²].

Multiply by (NΓ)². Each term tends to 1/(n+1)² at large N, and none exceeds 4/(n+1)², because N−n > N/2. The limit can therefore be taken term by term. The sum of 1/(n+1)² over all n is π²/6, so

standard deviation of T → π/(√6 NΓ) ≈ 1.28/(NΓ).

This is comparable with the width of the pulse. Relative to the delay it falls only as 1/ln N. In the example, ⟨T⟩ = (7.485/1001) × 493.55 ns = 3.691 ns, with a standard deviation of 0.635 ns. Most of the variance comes from the first few emissions, where 1/rₙ is largest.

**The averaged burst at large N**

An average over runs superposes pulses with different delays. Its height still scales as N², but the coefficient must be calculated. Put τ = NΓt. While n is much smaller than N, rₙ is approximately NΓ(n+1), and the rate equations become

dpₙ/dτ = n pₙ₋₁ − (n+1)pₙ.

Their solution starting from n = 0 is

pₙ = (1−q)qⁿ,  q = 1 − e^(−τ).

To verify it, use dq/dτ = 1−q:

dpₙ/dτ = (1−q)[−qⁿ + n qⁿ⁻¹(1−q)]
    = (1−q)[n qⁿ⁻¹ − (n+1)qⁿ],

which is the required right side. The probability that n is at least a whole number L is q^L. For L close to x e^τ and large τ, this tends to e^(−x). Thus n = ξe^τ, where ξ is a random number with probability density e^(−ξ).

Now choose a moment when n is large but still much smaller than N. The later waits up to the middle of the burst add little randomness: the sum of 1/rₙ² beginning at a large n₁ is of order 1/(n₁N²Γ²). The run then follows dn/dt = Γ(N−n)n, where 1 has been neglected beside n. Its solution is n/(N−n) = Ce^τ. Matching to n = ξe^τ while n is much smaller than N fixes C = ξ/N:

n/(N−n) = ξe^τ/N.

The last few emissions are random again, but their rates are of order NΓ, negligible on the scale N²Γ.

Let u = Ne^(−τ), so n/(N−n) = ξ/u. The emission rate of a run is

Γn(N−n) = N²Γ uξ/(u+ξ)².

To average over ξ, define

F(u) = ∫₀^∞ e^(−ξ)/(u+ξ) dξ = e^u E₁(u),
E₁(u) = ∫ᵤ^∞ (e^(−v)/v) dv,

where v = u+ξ. Integration by parts gives

∫₀^∞ e^(−ξ)/(u+ξ)² dξ = 1/u − F.

Since ξ/(u+ξ)² = 1/(u+ξ) − u/(u+ξ)², the averaged rate is

I/(N²Γ) = u[F − u(1/u − F)]
     = u[(1+u)e^u E₁(u) − 1].

The right side depends on N through u alone. Numerical maximization gives 0.1957 at u = 0.719. Since τ = ln N − ln u, at large N

I_peak ≈ 0.196 N²Γ,
t_peak ≈ (ln N + 0.330)/(NΓ).

The full rate equations approach this limit. For N = 100 the height is 0.1973N²Γ, and for N = 1000 it is 0.1957N²Γ. The corresponding peak times, multiplied by NΓ, are 4.86 and 7.23; the limiting formula gives 4.93 and 7.24. For N = 10 the peak is at 2.13, earlier than ln N = 2.30, so the positive shift is a large-N result and does not hold for every N.

**What each derivation assumes**

Both derivations assume identical coupling, memoryless emission and a system that stays on the J = N/2 ladder. They differ in their treatment of chance.

The mean-field derivation replaces the distribution of n by its mean. Early on this does little harm to the mean: the geometric distribution has ⟨n⟩ = e^τ − 1 and variance e^τ(e^τ−1), which is small beside N⟨n+1⟩ = Ne^τ as long as e^τ is much smaller than N. At the burst e^τ is of order N, and the variance changes the rate by a finite fraction. In the example, close to the averaged peak, the mean number emitted is 467.2 and its standard deviation 231.8. The exact equation for the mean then gives

I/Γ = (1000−467.2)(467.2+1) − 231.8²
  ≈ 2.495×10⁵ − 0.537×10⁵
  = 1.96×10⁵.

Multiplication by Γ gives 3.97×10¹¹ s⁻¹, 78% of the mean-field peak. The variance is itself of order N² at this stage (0.054N² here) and removes a fixed part of the N² term, so the scaling survives but the coefficient does not.

The second derivation keeps the randomness. Its formula for ⟨T⟩ needs no large-N approximation, while the averaged pulse shape does. It also shows what the mean-field curve represents at large N: the run with ξ = 1. Other values of ξ shift the same pulse in time, since n/(N−n) = exp[NΓ(t−T)] for each run. Simulated runs aligned at their own T agreed with (N²Γ/4) sech²[NΓ(t−T)/2] within 2% at the three time offsets tested.

The coefficient 1/4 therefore belongs to a single run's emission rate at large N, and 0.196 to the average over many runs. The N² scaling and the leading delay ln N/(NΓ) are common to both. The numerical check below compares the rates and the burst with explicit spin, reservoir and cascade calculations.

Values computed for the example and the checks

```
Wavelength: 1000 nm
Dipole matrix element: 8.47835e-30 C m
Number of atoms in example: 1000
Angular transition frequency: 1.88365e+15 s^-1
One-atom decay rate Gamma: 2.02613e+06 s^-1
One-atom lifetime 1/Gamma: 493.553 ns
Box-mode rate / Gamma: 1.00188
Collective rate N Gamma: 2.02613e+09 s^-1
Collective time 1/(N Gamma): 0.4936 ns
Leading delay ln N/(N Gamma): 3.4093 ns
Factorized delay: 3.4059 ns
Factorized full width at half maximum: 1.7383 ns
Factorized peak photon rate: 5.07545e+11 s^-1
Factorized peak power: 1.00821e-07 W
Independent-atom initial photon rate: 2.02613e+09 s^-1
Independent-atom initial power: 4.02479e-10 W
Factorized peak / independent initial rate: 250.500
Averaged peak photon rate: 3.96572e+11 s^-1
Averaged peak power: 7.87769e-08 W
Averaged peak time: 3.5673 ns
Mean photons emitted near averaged peak: 467.24
Photon-number standard deviation there: 231.80
Harmonic number H_N: 7.48547
Mean half-emission time: 3.6908 ns
Half-emission time standard deviation: 0.6351 ns
Large-N averaged height / (N^2 Gamma): 0.19571
Large-N maximizing u: 0.71915
Large-N shift of N Gamma t from ln N: 0.32969
N=10: averaged height / (N^2 Gamma): 0.22759
N=10: averaged peak N Gamma t: 2.12844
N=10: ln N: 2.30259
N=100: averaged height / (N^2 Gamma): 0.19726
N=100: averaged peak N Gamma t: 4.85832
N=100: ln N: 4.60517
N=1000: averaged height / (N^2 Gamma): 0.19573
N=1000: averaged peak N Gamma t: 7.22781
N=1000: ln N: 6.90776
Early distribution test N Gamma t: 2.0007
Early total-variation distance: 0.00256
Four-atom reservoir survival at Gamma t=0.5: 0.13531
Four-atom exponential prediction: 0.13534
Pair separation for interference: 100 nm
Pair interference factor: 0.92270
Neighbour distance for exchange: 10 nm
Pair exchange / (hbar Gamma): 3023.58
Four-atom chain leakage at Gamma t=1: 0.13109
```
